# Stable time steps for fourth-order Taylor propagation of electrons: test program

```python
# Result under test: the fourth-order Taylor step
#   psi -> sum_{k=0..4} (-i h H)^k / k! psi,   H Hermitian and fixed in the step,
# does not increase the norm if and only if h * rho <= 2 sqrt(2), where rho is
# the largest |eigenvalue| of H. In plane waves rho is close to the cutoff.
# Symbols: h time step, E eigenvalue, x = h E, R(x) factor per step.
# Example: hydrogen electron in a periodic cube, attraction -1/r cut at RADIUS.
# Hartree atomic units throughout, except where a printed unit says otherwise.
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

AU_TIME = physical_constants["atomic unit of time"][0]
PICOSECOND = 1e-12 / AU_TIME
ATTOSECONDS = AU_TIME / 1e-18
LIMIT = 2 * math.sqrt(2)
BOX, RADIUS = 8.0, 4.0
VOLUME = BOX**3


def factor(x, order=4):
    """Taylor polynomial of exp(-i x), summed from its definition."""
    return sum((-1j * x) ** k / math.factorial(k) for k in range(order + 1))


# --- Scalar factor: symbolic modulus, numerical stability limits ---
s = sp.symbols("s", real=True)
expected = {1: 1 + s**2, 2: 1 + s**4 / 4, 3: 1 - s**4 / 12 + s**6 / 36,
            4: 1 + s**6 * (s**2 - 8) / 576}
for order, formula in expected.items():
    poly = sum((-sp.I * s) ** k / sp.factorial(k) for k in range(order + 1))
    modulus2 = sp.expand(poly * sp.conjugate(poly))
    assert sp.expand(modulus2 - formula) == 0
root4 = brentq(lambda x: abs(factor(x)) - 1, 2.6, 3.2)
root3 = brentq(lambda x: abs(factor(x, 3)) - 1, 1.5, 2.0)
assert abs(root4 - LIMIT) < 1e-10 and abs(root3 - math.sqrt(3)) < 1e-10
grid = np.linspace(0.05, LIMIT - 1e-3, 4000)
assert np.all(abs(factor(grid)) < 1)
assert np.all(abs(factor(np.linspace(LIMIT + 1e-3, 20, 4000))) > 1)
damped = minimize_scalar(lambda x: abs(factor(x)), bounds=(1, 2.8),
                         method="bounded", options={"xatol": 1e-9})
assert abs(damped.x - math.sqrt(6)) < 1e-5 and abs(damped.fun - 0.5) < 1e-9
print(f"Stability limit of h*rho, order 4: {root4:.6f}")
print(f"Stability limit of h*rho, order 3: {root3:.6f}")
print(f"Strongest damping: |R| = {damped.fun:.4f} at x = {damped.x:.4f}")
print(f"One picosecond: {PICOSECOND:.1f} a.u. of time")


# --- Hydrogen electron in plane waves ---
def potential_element(q):
    """Plane-wave matrix element of the truncated attraction."""
    return (-2 * np.pi * RADIUS**2 / VOLUME
            * np.sinc(q * RADIUS / (2 * np.pi)) ** 2)


for q in (0.7, 2 * np.pi / BOX, 3.1):
    direct = -4 * np.pi / VOLUME * quad(lambda r: np.sin(q * r) / q,
                                        0, RADIUS)[0]
    assert abs(direct - potential_element(q)) < 1e-10


def hydrogen(cutoff):
    unit = 2 * np.pi / BOX
    n_max = int(math.sqrt(2 * cutoff) / unit) + 1
    axis = np.arange(-n_max, n_max + 1)
    index = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    kinetic = 0.5 * unit**2 * (index**2).sum(axis=1)
    keep = kinetic <= cutoff
    index, kinetic = index[keep], kinetic[keep]
    n2 = (index**2).sum(axis=1)
    distance2 = n2[:, None] + n2[None, :] - 2 * index @ index.T
    matrix = potential_element(unit * np.sqrt(distance2))
    matrix[np.diag_indices_from(matrix)] += kinetic
    return matrix, kinetic.max(), unit * index[:, 0]


mean_potential = float(potential_element(0.0))
print(f"Box side {BOX:.1f} bohr, attraction cut at {RADIUS:.1f} bohr")
print(f"Mean potential: {mean_potential:.4f} hartree")
for cutoff in (5.0, 10.0, 20.0):
    matrix, t_max, g_x = hydrogen(cutoff)
    if cutoff == 10.0:
        levels, vectors = np.linalg.eigh(matrix)
        saved = (matrix, g_x, levels, vectors[:, 0].copy())
    else:
        levels = np.linalg.eigvalsh(matrix)
    rho = np.max(abs(levels))
    assert t_max + mean_potential - 1e-10 <= levels[-1] <= t_max + 1e-10
    assert rho == levels[-1]
    h_max = LIMIT / rho
    steps_ps = math.ceil(PICOSECOND / h_max)
    print(f"Hydrogen, cutoff {cutoff:.0f} hartree: {len(levels)} plane waves")
    print(f"  T_max {t_max:.4f}, rho {rho:.4f}, E0 {levels[0]:.4f} hartree")
    print(f"  h_max {h_max:.5f} a.u. = {h_max * ATTOSECONDS:.3f} as")
    print(f"  steps per ps {steps_ps}, H applications {4 * steps_ps}")
e0_20, h_20, steps_20 = levels[0], h_max, steps_ps
assert abs(e0_20 + 0.5) < 0.03   # finite box and finite cutoff remain

print("Estimate with rho = cutoff:")
for cutoff in (10.0, 20.0, 40.0):
    h_est = LIMIT / cutoff
    print(f"  {cutoff:.0f} hartree: h_max {h_est:.5f} a.u. = "
          f"{h_est * ATTOSECONDS:.3f} as, "
          f"{math.ceil(PICOSECOND / h_est)} steps per ps")

# --- Actual propagation at cutoff 10 hartree ---
matrix, g_x, levels, ground = saved
rho = np.max(abs(levels))
h_max = LIMIT / rho


def propagate(matrix, psi, h, steps, velocity=0.0):
    """Taylor steps; the proton position is frozen at each midpoint."""
    psi = psi.astype(complex)
    norms = [np.linalg.norm(psi)]
    for n in range(steps):
        shift = np.exp(-1j * g_x * velocity * h * (n + 0.5))
        term = np.conj(shift) * psi
        total = term.copy()
        for k in range(1, 5):
            product = matrix @ term.real + 1j * (matrix @ term.imag)
            term = (-1j * h / k) * product
            total += term
        psi = shift * total
        norms.append(np.linalg.norm(psi))
    return psi, np.array(norms)


rng = np.random.default_rng(7)
start = rng.normal(size=len(g_x)) + 1j * rng.normal(size=len(g_x))
start /= np.linalg.norm(start)
steps, velocity = 400, 0.01
_, stable = propagate(matrix, start, 0.98 * h_max, steps, velocity)
_, moving = propagate(matrix, start, 1.02 * h_max, steps, velocity)
_, fixed = propagate(matrix, start, 1.02 * h_max, steps)
assert np.all(stable[1:] <= stable[:-1] * (1 + 1e-12))
assert moving[-1] > 1e6 and fixed[-1] > 1e6
growth = (fixed[-1] / fixed[-101]) ** 0.01
x_top = 1.02 * LIMIT
growth_formula = math.sqrt(1 + x_top**6 * (x_top**2 - 8) / 576)
assert abs(growth / growth_formula - 1) < 5e-3   # nearby levels still mix
print(f"Propagation at 10 hartree, {steps} steps, random start of norm 1:")
print(f"  moving proton, velocity {velocity:.2f} a.u.")
print(f"  norm at 0.98 h_max: {stable[-1]:.4f}")
print(f"  norm at 1.02 h_max: {moving[-1]:.2e}")
print(f"  fixed proton, norm at 1.02 h_max: {fixed[-1]:.2e}")
print(f"  growth per step: measured {growth:.4f}, "
      f"formula {growth_formula:.4f}")

# --- Errors of the occupied level, leading order against propagation ---
h = 0.98 * h_max
final, norms = propagate(matrix, ground, h, steps)
x = h * levels[0]
phase = np.angle(np.vdot(ground, final) * np.exp(1j * x * steps))
loss = 1 - norms[-1] ** 2
assert abs(phase / (steps * x**5 / 120) - 1) < 0.02   # next order is x^2
assert abs(loss / (steps * x**6 / 72) - 1) < 0.02

# One picosecond at the 20 hartree limit, from the exact power of R.
x = h_20 * e0_20
phase_ps = steps_20 * np.angle(factor(x) * np.exp(1j * x))
loss_ps = -math.expm1(2 * steps_20 * math.log(abs(factor(x))))
assert abs(phase_ps / (PICOSECOND * h_20**4 * e0_20**5 / 120) - 1) < 0.02
assert abs(loss_ps / (PICOSECOND * h_20**5 * e0_20**6 / 72) - 1) < 0.02
e_half = (72 * math.log(2) / (h_20**5 * PICOSECOND)) ** (1 / 6)
left = abs(factor(h_20 * e_half)) ** (2 * steps_20)
assert abs(left - 0.5) < 0.01
print("Ground level after 1 ps at h_max for cutoff 20 hartree:")
print(f"  x = h*E0 = {x:.5f}")
print(f"  phase error {abs(phase_ps):.2e} rad, "
      f"squared norm lost {loss_ps:.2e}")
print(f"  level that loses half its squared norm: {e_half:.3f} hartree")

# --- Centring the spectrum: larger stable step, wrong occupied level ---
centre = 0.5 * (levels[0] + levels[-1])
shifted = matrix - centre * np.eye(len(matrix))
h_centred = LIMIT / (0.5 * (levels[-1] - levels[0]))
_, safe = propagate(shifted, start, 0.98 * h_centred, 50)
assert np.all(safe[1:] <= safe[:-1] * (1 + 1e-12))
_, one = propagate(shifted, ground, h_max, 1)
x = h_max * (levels[0] - centre)
assert abs(one[-1] ** 2 - (1 + x**6 * (x**2 - 8) / 576)) < 1e-10
edge, _ = propagate(shifted, ground, h_centred, 1)
true = np.exp(-1j * h_centred * (levels[0] - centre)) * ground
edge_error = np.linalg.norm(edge - true)
assert edge_error > 1
print("Spectrum centred at zero, cutoff 10 hartree:")
print(f"  stable step longer by factor {h_centred / h_max:.3f}")
print(f"  ground state, one step at the old h_max: "
      f"squared norm {one[-1]**2:.4f}")
print(f"  one step at the new limit: error norm {edge_error:.3f}")
print("all tests passed")
```

Running it gives:

```
Stability limit of h*rho, order 4: 2.828427
Stability limit of h*rho, order 3: 1.732051
Strongest damping: |R| = 0.5000 at x = 2.4495
One picosecond: 41341.4 a.u. of time
Box side 8.0 bohr, attraction cut at 4.0 bohr
Mean potential: -0.1963 hartree
Hydrogen, cutoff 5 hartree: 257 plane waves
  T_max 4.9348, rho 4.7440, E0 -0.4748 hartree
  h_max 0.59622 a.u. = 14.422 as
  steps per ps 69340, H applications 277360
Hydrogen, cutoff 10 hartree: 751 plane waves
  T_max 9.8696, rho 9.6820, E0 -0.4915 hartree
  h_max 0.29213 a.u. = 7.066 as
  steps per ps 141516, H applications 566064
Hydrogen, cutoff 20 hartree: 2109 plane waves
  T_max 19.7392, rho 19.5463, E0 -0.4990 hartree
  h_max 0.14470 a.u. = 3.500 as
  steps per ps 285697, H applications 1142788
Estimate with rho = cutoff:
  10 hartree: h_max 0.28284 a.u. = 6.842 as, 146164 steps per ps
  20 hartree: h_max 0.14142 a.u. = 3.421 as, 292328 steps per ps
  40 hartree: h_max 0.07071 a.u. = 1.710 as, 584656 steps per ps
Propagation at 10 hartree, 400 steps, random start of norm 1:
  moving proton, velocity 0.01 a.u.
  norm at 0.98 h_max: 0.3785
  norm at 1.02 h_max: 1.96e+23
  fixed proton, norm at 1.02 h_max: 1.84e+23
  growth per step: measured 1.1498, formula 1.1504
Ground level after 1 ps at h_max for cutoff 20 hartree:
  x = h*E0 = -0.07221
  phase error 4.67e-03 rad, squared norm lost 5.62e-04
  level that loses half its squared norm: 1.634 hartree
Spectrum centred at zero, cutoff 10 hartree:
  stable step longer by factor 1.903
  ground state, one step at the old h_max: squared norm 0.8917
  one step at the new limit: error norm 1.395
all tests passed
```
